# A p function from two displaced s Gaussians and its cubic contamination: test program

```python
"""A p orbital built from two displaced s Gaussians (lobes).

Result under test: for exp(-a|r-d|^2) - exp(-a|r+d|^2), displaced along z,
the orthogonal cubic component relative to the p component has amplitude
t/sqrt(6), with t = a*d^2.  Hartree atomic units are used throughout.
a: Gaussian exponent; d: displacement of each lobe from the origin.
Integrals of the actual lobes are done by quadrature in r and cos(theta).
"""
import numpy as np
import sympy as sp
from scipy.special import eval_hermite, eval_legendre, spherical_in


def close(value, reference, rel=1e-8):
    return np.isclose(value, reference, rtol=rel, atol=1e-13)


def analyse(a, d):
    """Measure the properties of the lobe difference by quadrature."""
    xr, wr = np.polynomial.legendre.leggauss(160)
    mu, wm = np.polynomial.legendre.leggauss(48)
    rmax = 8 / np.sqrt(a) + d
    radius = 0.5 * rmax * (xr + 1)
    wrad = 0.5 * rmax * wr * radius**2
    r = radius[:, None]
    z = r * mu[None, :]
    rho = r * np.sqrt(1 - mu[None, :]**2)
    weight = 2 * np.pi * wrad[:, None] * wm[None, :]

    def inner(f, g):
        return np.sum(weight * f * g)

    def unit(f):
        return f / np.sqrt(inner(f, f))

    centre = np.exp(-a * r**2) * np.ones_like(z)
    plus = np.exp(-a * (rho**2 + (z - d)**2))
    minus = np.exp(-a * (rho**2 + (z + d)**2))
    t = a * d**2
    # Gaussian product theorem, point by point
    assert np.allclose(plus * minus, np.exp(-2*t - 2*a*r**2),
                       rtol=1e-10, atol=1e-15)
    middle = np.exp(-t/2 - 2*a*(rho**2 + (z - d/2)**2))
    assert np.allclose(plus * centre, middle, rtol=1e-10, atol=1e-15)

    diff = plus - minus
    assert np.allclose(diff, 2*np.exp(-t)*centre*np.sinh(2*a*d*z),
                       rtol=1e-9, atol=1e-14)
    norm2 = inner(diff, diff)
    g = diff / np.sqrt(norm2)
    x = np.sqrt(2 * a) * z
    amp = {n: inner(unit(eval_hermite(n, x) * centre), g)
           for n in (1, 3, 5)}
    f_part = (z**3 - 0.6*z*r**2) * centre
    p_part = (0.6*z*r**2 - 0.75*z/a) * centre
    f3 = 3.5 * np.sum(wm * g * eval_legendre(3, mu), axis=1)

    # kinetic energy from the gradients of the actual functions
    grad_rho = -2*a*rho*g
    grad_z = -2*a*((z-d)*plus - (z+d)*minus)/np.sqrt(norm2)
    kinetic = 0.5*(inner(grad_rho, grad_rho) + inner(grad_z, grad_z))
    p = z * centre
    h = (z**3 - 0.75*z/a) * centre
    p_z = (1 - 2*a*z**2) * centre
    h_z = (3*z**2 - 0.75/a)*centre - 2*a*z*h
    coupling = 0.5*(inner(-2*a*rho*p, -2*a*rho*h) + inner(p_z, h_z))
    coupling /= np.sqrt(inner(p, p) * inner(h, h))
    kin_p = 0.5*(inner(2*a*rho*p, 2*a*rho*p) + inner(p_z, p_z))
    kin_p /= inner(p, p)
    return {
        "t": t,
        "overlap": inner(plus, minus) / inner(plus, plus),
        "coefficient": np.sqrt(inner(plus, plus) / norm2),
        "p_weight": amp[1]**2,
        "cubic": amp[3] / amp[1],
        "quintic": amp[5] / amp[1],
        "f_amp": inner(unit(f_part), g) / amp[1],
        "radial_amp": inner(unit(p_part), g) / amp[1],
        "f_weight": 4*np.pi/7 * np.sum(wrad * f3**2),
        "kinetic": kinetic,
        "kinetic_p": kin_p,
        "coupling": coupling,
        "moment_ratio": np.sqrt(inner(z**3*centre, z**3*centre)
                                / inner(p, p)),
    }


# Taylor coefficients taken from the lobes themselves
A, D, Z = sp.symbols("a d z", positive=True)
reduced = (sp.exp(-A*(Z-D)**2) - sp.exp(-A*(Z+D)**2)) * sp.exp(A*Z**2)
linear = sp.diff(reduced, Z).subs(Z, 0)
cubic = sp.diff(reduced, Z, 3).subs(Z, 0) / 6
taylor_ratio = sp.simplify(cubic / linear)
assert sp.simplify(taylor_ratio - sp.Rational(2, 3)*A**2*D**2) == 0

cases = [(0.8, 0.05), (0.8, 0.25), (0.8, 0.5), (3.2, 0.25)]
results = []
for a, d in cases:
    q = analyse(a, d)
    t = q["t"]
    q["taylor"] = (float(taylor_ratio.subs({A: a, D: d}))
                   * q["moment_ratio"])
    assert close(q["overlap"], np.exp(-2*t))
    assert close(q["coefficient"], 1/np.sqrt(2*(1-np.exp(-2*t))))
    assert close(q["p_weight"], t/np.sinh(t))
    assert close(q["taylor"], np.sqrt(15)*t/6)
    assert close(q["cubic"], t/np.sqrt(6))
    # the smallest quintic part is limited by subtraction rounding
    assert close(q["quintic"], t**2/np.sqrt(120), rel=1e-6)
    assert close(q["f_amp"], t/np.sqrt(15))
    assert close(q["radial_amp"], t/np.sqrt(10))
    assert close(q["f_weight"], 7*spherical_in(3, t)/np.sinh(t), rel=1e-6)
    assert close(q["kinetic"], a/2*(3 + 2*t*(1/np.tanh(t)-1)))
    assert close(q["kinetic_p"], 2.5*a)
    assert close(q["coupling"], -a*np.sqrt(6)/2)
    results.append(q)

# small-displacement laws, with room only for the next order in t
small = results[0]
ts = small["t"]
assert close((1-small["p_weight"])/ts**2, 1/6, rel=1e-5)
shift = small["kinetic"] - small["kinetic_p"]
assert close(shift, -0.8*ts + 0.8*ts**2/3, rel=1e-6)
assert close(small["coefficient"]*2*np.sqrt(ts), 1, rel=2*ts)

main = results[1]
d_factor = results[2]["cubic"] / main["cubic"]
a_factor = results[3]["cubic"] / main["cubic"]
assert close(d_factor, 4) and close(a_factor, 4)

a, d = cases[1]
t = main["t"]
z_peak = 1/np.sqrt(2*a)
actual = np.exp(-a*(z_peak-d)**2) - np.exp(-a*(z_peak+d)**2)
linear_value = (float(linear.subs({A: a, D: d})) * z_peak
                * np.exp(-a*z_peak**2))
peak_excess = actual/linear_value - 1
peak_cubic = float(taylor_ratio.subs({A: a, D: d})) * z_peak**2
assert close(peak_cubic, t/3)
assert abs(peak_excess - peak_cubic) < t**2/20

target = 0.01
d_target = np.sqrt(np.sqrt(6)*target/a)
designed = analyse(a, d_target)
assert close(designed["cubic"], target)

print("MAIN EXAMPLE")
print(f"exponent a = {a:.2f} bohr^-2")
print(f"displacement d = {d:.2f} bohr")
print(f"t = a d^2 = {t:.4f} (dimensionless)")
print(f"lobe overlap = {main['overlap']:.6f} (dimensionless)")
print(f"lobe coefficient = {main['coefficient']:.6f} (dimensionless)")
print(f"p weight = {main['p_weight']:.8f} (dimensionless)")
print(f"non-p-Gaussian weight = {1-main['p_weight']:.4e} (dimensionless)")
print(f"axis maximum of p = {z_peak:.6f} bohr")
print(f"cubic/linear at maximum = {peak_cubic:.6f} (dimensionless)")
print(f"full excess at maximum = {peak_excess:.6f} (dimensionless)")
print(f"Taylor norm ratio = {main['taylor']:.6f} (dimensionless)")
print(f"orthogonal cubic/p = {main['cubic']:.6f} (dimensionless)")
print(f"squared cubic/p = {main['cubic']**2:.4e} (dimensionless)")
print(f"quintic/p = {main['quintic']:.4e} (dimensionless)")
print(f"f/p amplitude = {main['f_amp']:.6f} (dimensionless)")
print(f"radial-p/p amplitude = {main['radial_amp']:.6f} (dimensionless)")
print(f"total f weight = {main['f_weight']:.4e} (dimensionless)")
print(f"true-p kinetic energy = {main['kinetic_p']:.6f} hartree")
print(f"lobe kinetic energy = {main['kinetic']:.6f} hartree")
print(f"kinetic error = {main['kinetic']-main['kinetic_p']:.6f} hartree")
print(f"first-order error -a t = {-a*t:.6f} hartree")
print(f"p-cubic kinetic coupling = {main['coupling']:.6f} hartree")
print("SCALING: a (bohr^-2), d (bohr), other columns dimensionless")
print("a     d     t       cubic/p   p weight    lobe coeff.")
for (ai, di), q in zip(cases, results):
    print(f"{ai:.2f}  {di:.2f}  {q['t']:.4f}  {q['cubic']:.6f}  "
          f"{q['p_weight']:.8f}  {q['coefficient']:.5f}")
print(f"cubic/p factor on doubling d = {d_factor:.6f} (dimensionless)")
print(f"cubic/p factor on 4 times a = {a_factor:.6f} (dimensionless)")
print("DESIGN at the main exponent")
print(f"target cubic/p = {target:.4f} (dimensionless)")
print(f"required d = {d_target:.6f} bohr")
print(f"resulting t = {designed['t']:.6f} (dimensionless)")
print(f"measured cubic/p = {designed['cubic']:.6f} (dimensionless)")
print(f"lobe coefficient = {designed['coefficient']:.6f} (dimensionless)")
print("checks complete")
```

Printed output:

```
MAIN EXAMPLE
exponent a = 0.80 bohr^-2
displacement d = 0.25 bohr
t = a d^2 = 0.0500 (dimensionless)
lobe overlap = 0.904837 (dimensionless)
lobe coefficient = 2.292197 (dimensionless)
p weight = 0.99958345 (dimensionless)
non-p-Gaussian weight = 4.1655e-04 (dimensionless)
axis maximum of p = 0.790569 bohr
cubic/linear at maximum = 0.016667 (dimensionless)
full excess at maximum = 0.016750 (dimensionless)
Taylor norm ratio = 0.032275 (dimensionless)
orthogonal cubic/p = 0.020412 (dimensionless)
squared cubic/p = 4.1667e-04 (dimensionless)
quintic/p = 2.2822e-04 (dimensionless)
f/p amplitude = 0.012910 (dimensionless)
radial-p/p amplitude = 0.015811 (dimensionless)
total f weight = 1.6662e-04 (dimensionless)
true-p kinetic energy = 2.000000 hartree
lobe kinetic energy = 1.960667 hartree
kinetic error = -0.039333 hartree
first-order error -a t = -0.040000 hartree
p-cubic kinetic coupling = -0.979796 hartree
SCALING: a (bohr^-2), d (bohr), other columns dimensionless
a     d     t       cubic/p   p weight    lobe coeff.
0.80  0.05  0.0020  0.000816  0.99999933  11.19152
0.80  0.25  0.0500  0.020412  0.99958345  2.29220
0.80  0.50  0.2000  0.081650  0.99336431  1.23151
3.20  0.25  0.2000  0.081650  0.99336431  1.23151
cubic/p factor on doubling d = 4.000000 (dimensionless)
cubic/p factor on 4 times a = 4.000000 (dimensionless)
DESIGN at the main exponent
target cubic/p = 0.0100 (dimensionless)
required d = 0.174982 bohr
resulting t = 0.024495 (dimensionless)
measured cubic/p = 0.010000 (dimensionless)
lobe coefficient = 3.233922 (dimensionless)
checks complete
```
